# Polarization Factors in Three-Beam Imaging: TE and TM Aerial Images

## 1. The situation

A projection lens images a mask of parallel lines, lit along the optical axis. The pitch is such that three diffraction orders pass the lens: the zero order, travelling along the axis, and the two first orders, arriving at the wafer from opposite sides at an angle \(\theta\). Their interference is the aerial image.

If the electric fields point along the lines, they are parallel and add like scalars. If they lie in the plane that contains the three beams, they point in different directions, and the components along different axes cannot interfere. How does this change each harmonic of the image?

Let \(z\) point into the wafer, \(y\) along the lines and \(x\) across them. Transverse electric (TE) means \(\mathbf E\parallel y\); transverse magnetic (TM) means \(\mathbf H\parallel y\). The recording medium is uniform, isotropic and non-magnetic, with index \(n\), and is at first taken as lossless. With vacuum wavelength \(\lambda\) and image pitch \(p\),

\[
k=\frac{2\pi n}{\lambda},\qquad g=\frac{2\pi}{p}=k\sin\theta,\qquad q=k\cos\theta .
\]

The angle \(\theta\) is measured inside the recording medium. The beams are mutually coherent, with real electric-field amplitudes \(a_0\) for the zero order and \(a_1\) for each first order. The time factor is \(e^{-i\omega t}\), and \(z=0\) is the plane of best focus.

## 2. Which intensity is meant

A resist responds to the energy it absorbs. With permittivity \(\varepsilon=\varepsilon'+i\varepsilon''\), Maxwell's equations read \(\nabla\times\mathbf E=i\omega\mu_0\mathbf H\) and \(\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E\). Therefore

\[
\nabla\cdot(\mathbf E\times\mathbf H^*)
=\mathbf H^*\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf H^*
=i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon^*|\mathbf E|^2 .
\]

The first term on the right is imaginary. The real part of \(-i\omega(\varepsilon'-i\varepsilon'')\) is \(-\omega\varepsilon''\). With \(\mathbf S=\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)\), the absorbed power per volume is

\[
-\nabla\cdot\mathbf S=\tfrac12\,\omega\varepsilon''|\mathbf E|^2 .
\]

So the image intensity is \(I=|\mathbf E|^2\), up to a constant. Section 6 shows that the flux through the wafer plane behaves differently.

## 3. The TE image

The two first orders combine into a cosine:

\[
E_y=a_0e^{ikz}+a_1\left(e^{igx}+e^{-igx}\right)e^{iqz}
=a_0e^{ikz}+2a_1\cos(gx)\,e^{iqz}.
\]

The phase between the two terms is \(\varphi=(k-q)z=kz(1-\cos\theta)\). Squaring gives

\[
I_{\rm TE}=a_0^2+4a_0a_1\cos\varphi\cos(gx)+4a_1^2\cos^2(gx).
\]

With \(2\cos^2(gx)=1+\cos(2gx)\),

\[
I_{\rm TE}=a_0^2+2a_1^2+4a_0a_1\cos\varphi\cos(gx)+2a_1^2\cos(2gx).
\]

The fundamental comes from the zero order interfering with the first orders, and defocus weakens it through \(\cos\varphi\). The second harmonic comes from the two first orders interfering with each other. They share the same axial phase, so it does not depend on \(z\).

## 4. The TM image

Now the magnetic field is the scalar. Define \(h=ZH_y\) with \(Z=k/(\omega\varepsilon)\), so that \(h\) has the units of an electric field. From \(\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E\),

\[
\mathbf E=\frac{i}{k}\nabla\times(h\hat{\mathbf y})
=\frac{i}{k}\left(-\partial_z h,\;0,\;\partial_x h\right).
\]

For one first order, \(h=e^{i(\pm gx+qz)}\), this gives

\[
E_x=\frac{i}{k}(-iq)h=\cos\theta\,h,\qquad
E_z=\frac{i}{k}(\pm ig)h=\mp\sin\theta\,h .
\]

The polarization vectors are thus

\[
\mathbf e_0=(1,0,0),\qquad \mathbf e_\pm=(\cos\theta,0,\mp\sin\theta).
\]

Each has unit length, so \(a_0\) and \(a_1\) keep their meaning as electric amplitudes. The relative signs are those of an ideal lens, which turns each ray together with its electric vector, starting from \(\hat{\mathbf x}\).

Adding the three waves,

\[
E_x=a_0e^{ikz}+2a_1\cos\theta\cos(gx)e^{iqz},
\]
\[
E_z=a_1\sin\theta\left(-e^{igx}+e^{-igx}\right)e^{iqz}
=-2ia_1\sin\theta\sin(gx)e^{iqz}.
\]

Their squared magnitudes are

\[
|E_x|^2=a_0^2+4a_0a_1\cos\theta\cos\varphi\cos(gx)+4a_1^2\cos^2\theta\cos^2(gx),
\]
\[
|E_z|^2=4a_1^2\sin^2\theta\sin^2(gx).
\]

Replace \(2\cos^2(gx)\) by \(1+\cos(2gx)\) and \(2\sin^2(gx)\) by \(1-\cos(2gx)\). The terms in \(a_1^2\) become

\[
2a_1^2\left[(\cos^2\theta+\sin^2\theta)+(\cos^2\theta-\sin^2\theta)\cos(2gx)\right]
=2a_1^2\left[1+\cos2\theta\cos(2gx)\right].
\]

Hence

\[
\boxed{I_{\rm TM}=a_0^2+2a_1^2+4a_0a_1\cos\theta\cos\varphi\cos(gx)+2a_1^2\cos2\theta\cos(2gx)}
\]

Relative to TE with the same amplitudes, the mean is unchanged, the fundamental is multiplied by \(\cos\theta\), and the second harmonic by \(\cos2\theta\).

The geometry explains both factors. An interference term carries the dot product of two unit vectors, which here is the cosine of the angle between the beams. That angle is \(\theta\) for \(\mathbf e_0\cdot\mathbf e_\pm\) and \(2\theta\) for \(\mathbf e_+\cdot\mathbf e_-\).

## 5. Limits and a two-beam case

For small angles, \(\cos\theta\approx1-\theta^2/2\) and \(\cos2\theta\approx1-2\theta^2\). To this order the second harmonic loses four times as large a fraction as the fundamental.

At \(\theta=45^\circ\) the TM second harmonic vanishes: the two first orders have perpendicular electric fields. Beyond \(45^\circ\) it changes sign, because the \(E_z\) pattern, which peaks where \(\sin^2(gx)=1\), then outweighs the \(E_x\) pattern of the first orders.

Removing the zero order, \(a_0=0\), leaves

\[
I_{\rm TM}=2a_1^2\left[1+\cos2\theta\cos(2gx)\right].
\]

Here the whole modulation carries the factor \(\cos2\theta\). At \(45^\circ\) the image is uniform, and beyond it bright and dark lines exchange places. With three beams in focus, the fundamental keeps its sign for \(\theta<90^\circ\). A reversed second harmonic then reshapes the image, but \(x=0\) stays brighter than \(x=p/2\), because the second harmonic has the same value at both points.

For unpolarized light the two intensities are averaged. The factors relative to TE are \((1+\cos\theta)/2\) and \((1+\cos2\theta)/2=\cos^2\theta\).

## 6. The flux through the wafer plane

Define

\[
A=a_0e^{ikz}+2a_1\cos(gx)e^{iqz},\qquad
B=a_0e^{ikz}+2a_1\cos\theta\cos(gx)e^{iqz}.
\]

In TM, \(h=A\) and \(E_x=B\), so \(S_z\propto\mathrm{Re}(BA^*)\). In TE, \(E_y=A\). Faraday's law gives the scaled magnetic component \(ZH_x=(i/k)\partial_zE_y=-B\), so \(S_z\propto-\mathrm{Re}(E_yZH_x^*)=\mathrm{Re}(AB^*)\). The two are equal:

\[
S_z\propto a_0^2+2a_1^2\cos\theta+2a_0a_1(1+\cos\theta)\cos\varphi\cos(gx)+2a_1^2\cos\theta\cos(2gx).
\]

For equal amplitudes \(a_0\) and \(a_1\) in the medium, the flux pattern therefore does not distinguish TE from TM. The factors \(\cos\theta\) and \(\cos2\theta\) belong to \(|\mathbf E|^2\).

## 7. Worked example: a 200 nm pitch in water immersion

Take \(\lambda=193\) nm, numerical aperture 1.35, and rough typical indices 1.44 for water and 1.70 for resist. The pitch at the wafer is 200 nm, with equal lines and spaces. A thin mask that transmits over half of each period has amplitudes

\[
a_0=\tfrac12,\qquad a_m=\int_{-1/4}^{1/4}\cos(2\pi mu)\,du=\frac{\sin(m\pi/2)}{m\pi},
\]

so \(a_1=1/\pi=0.3183\) and \(a_2=0\). The first order needs an aperture of \(193/200=0.965\), which the lens has. The third would need three times as much. In the resist,

\[
\sin\theta=\frac{193}{1.70\times200}=0.568,\qquad \theta=34.59^\circ .
\]

In focus the harmonics are:

| Term | TE | TM | TM/TE |
|---|---|---|---|
| mean | 0.4526 | 0.4526 | 1 |
| fundamental | 0.6366 | 0.5241 | 0.823 |
| second | 0.2026 | 0.0721 | 0.356 |

For unpolarized light the last two factors are 0.912 and 0.678.

The ratio of brightest to darkest intensity is a poor guide here. The TE field passes through zero where \(\cos(gx)=-a_0/(2a_1)\). The TM intensity has its minimum at \(x=p/2\), where it is \(0.4526-0.5241+0.0721=0.0006\). Both images have nearly black minima. The difference shows at the line edge.

The nominal edge is at \(x=p/4\), where \(\cos(gx)=0\) and \(\cos(2gx)=-1\). There

\[
I_{\rm TM}=a_0^2+2a_1^2(1-\cos2\theta)=a_0^2+4a_1^2\sin^2\theta .
\]

The second harmonic has zero slope at this point, since \(\sin(2gx)=\sin\pi=0\). The slope comes from the fundamental alone, with magnitude \(4a_0a_1g\cos\theta\) in focus. Multiplying the logarithmic slope by the line width \(p/2\), and using \(gp/2=\pi\), gives the normalized log-slope

\[
N_{\rm TM}=\frac{4\pi a_0a_1\cos\theta}{a_0^2+4a_1^2\sin^2\theta},\qquad
N_{\rm TE}=\frac{4\pi a_1}{a_0}.
\]

The edge intensity is 0.250 in TE and \(0.250+0.131=0.381\) in TM. The log-slopes are 8.00 and 4.33, a ratio of 0.541. This is well below \(\cos\theta=0.823\): TM has a smaller slope and also more light at the edge. The comparison holds the edge position and the beam amplitudes fixed. Placing the printed edge there would need a different dose for each polarization.

The second harmonic vanishes at \(p=\sqrt2\,\lambda/n=160.6\) nm. At 150 nm pitch the angle is \(49.19^\circ\), and the factors are 0.654 and \(-0.146\). The aperture caps the angle in the resist at \(\arcsin(1.35/1.70)=52.6^\circ\). With axial illumination the reversal therefore occurs only for pitches between about 143 and 160.6 nm, and the second-harmonic factor goes no lower than about \(-0.26\).

As a test of the main result, TM fields were obtained from \(h\) by a numerical curl at angles of \(20^\circ\), \(34.59^\circ\), \(50^\circ\) and \(70^\circ\), each at depths 0, 35 and \(-80\) nm. The \(70^\circ\) case lies beyond this lens and tests only the formula. The harmonics of \(|\mathbf E|^2\) differed from the formula by at most \(2.1\times10^{-8}\), in units where the fully open mask gives intensity 1.

## 8. From lens to resist

So far both polarizations had the same \(a_1\). Two effects change it.

**The lens.** A lossless lens conserves the flux of each order, proportional to \(n|\mathbf E|^2\cos\theta\) times the image area. Relative to the zero order, the first-order amplitude in water gains \(\sqrt{\cos\theta_o/\cos\theta_w}\), where \(\theta_o\) is the angle at the mask and \(\theta_w=42.08^\circ\) that in water. For fourfold reduction this is 1.143, the same for TE and TM. We assume here that the mask gives both polarizations the same electric-field amplitudes; a mask model that instead fixes the field component in the mask plane would make the TM first order about 3 percent larger.

**The water–resist interface.** Let \(c_w=\cos\theta_w\), \(c=\cos\theta\), and let \(\rho\) be the reflected amplitude. For TE, continuity of tangential \(\mathbf E\) and \(\mathbf H\) requires \(1+\rho=t_s\) and \(n_wc_w(1-\rho)=nc\,t_s\). For TM it requires \(c_w(1+\rho)=c\,t_p\) and \(n_w(1-\rho)=n\,t_p\). Eliminating \(\rho\) in each pair,

\[
t_s=\frac{2n_wc_w}{n_wc_w+nc},\qquad t_p=\frac{2n_wc_w}{nc_w+n_wc},\qquad
\frac{t_p}{t_s}=\frac{n_wc_w+nc}{nc_w+n_wc}.
\]

By Snell's law \(n_w\) and \(n\) are proportional to \(\sin\theta\) and \(\sin\theta_w\). The numerator is then proportional to \(\sin\theta\cos\theta_w+\sin\theta_w\cos\theta=\sin(\theta_w+\theta)\). The denominator is proportional to \(\tfrac12(\sin2\theta_w+\sin2\theta)=\sin(\theta_w+\theta)\cos(\theta_w-\theta)\). Hence

\[
\frac{t_p}{t_s}=\frac1{\cos\delta},\qquad \delta=\theta_w-\theta .
\]

The fundamental is linear in \(a_1\) and the second harmonic quadratic, so the TM/TE factors become \(\cos\theta/\cos\delta=0.830\) and \(\cos2\theta/\cos^2\delta=0.362\). With both effects included, the mean ratio becomes 1.008, and the log-slopes are 8.64 for TE and 4.43 for TM.

## 9. Reflection from the substrate

Let the substrate return each order with real tangential-field coefficient \(r\), taken as the same for all orders and both polarizations, and for this section measure \(z\) from a plane where the reflected phase is zero. The returning wave has \(E_x=r\cos\theta\,e^{-iqz}\). Since its field must be perpendicular to its direction \((\pm\sin\theta,0,-\cos\theta)\), it has \(E_z=\pm r\sin\theta\,e^{-iqz}\), opposite in sign to the incident \(E_z\). The second-harmonic factor, relative to TE without reflection, is

\[
\cos^2\theta\,|e^{iqz}+re^{-iqz}|^2-\sin^2\theta\,|e^{iqz}-re^{-iqz}|^2
=(1+r^2)\cos2\theta+2r\cos(2qz).
\]

The standing-wave term is not reduced by \(\cos2\theta\). For a residual reflectivity of 1 percent, \(r=0.1\), and the local factor runs from 0.159 to 0.559. The TE counterpart is \(1+r^2+2r\cos(2qz)\). Averaged over a whole standing-wave period, the TM/TE ratio returns to \(\cos2\theta=0.356\). A film that does not hold a whole number of periods need not show this average. At a real substrate \(r\) generally differs between TE and TM at oblique incidence, which changes both the local range and the average, so these numbers only illustrate the size of the effect.

## 10. Beside a real exposure

The wavelength, aperture and indices are in the range of water-immersion lithography. The 200 nm pitch is relaxed for such a lens: two beams tilted to opposite edges of the pupil could resolve \(\lambda/(2\times1.35)\approx71\) nm. Real sources also have finite size. At 200 nm pitch all three orders pass for every source point only if the source fills at most 0.285 of the pupil radius. For a fill of 0.25, with the field turned by the lens at each source point, the in-focus TM/TE factors fall from 0.823 and 0.356 to 0.820 and 0.344. At 150 nm the limit is 0.047, so three-beam imaging there needs a very small source.

Other departures differ in size. An extinction coefficient of 0.02, a rough value, shifts the in-focus TM/TE factors by at most \(2.2\times10^{-4}\). Away from focus the shift is larger, because absorption makes \(\cos\theta\) slightly complex: at the faces of a 100 nm film focused at mid-depth, the factor of the fundamental moves by about 0.0025, or about 0.003 once the water–resist transmission, which also becomes complex, is included. In the same film without absorption, defocus lowers the fundamental at either face to 0.883 of its central value, equally for both polarizations. Real mask edges have thickness and can diffract TE and TM differently. If this lowered the TM first-order amplitude by an assumed 5 percent, the factors would become 0.782 and 0.321. Of the departures sized in Sections 9 and 10, substrate reflection moves the local TM second harmonic most. Chemical blur after exposure is left out, so these numbers describe absorbed light, not the developed profile.

## Computed values

```
Wavelength: 193 nm
Numerical aperture: 1.35 1
Water index: 1.44 1
Resist index: 1.70 1
Pitch: 200 nm
Zero-order amplitude a0: 0.5000 1
First-order amplitude a1: 0.3183 1
Angle in resist: 34.59 deg
Angle in water: 42.08 deg
TE mean, fundamental, second [1]: [0.4526 0.6366 0.2026]
TM mean, fundamental, second [1]: [0.4526 0.5241 0.0721]
TM/TE factors of these [1]: [1.     0.8233 0.3556]
Unpolarized/TE factors [1]: [1.     0.9116 0.6778]
Largest TM harmonic test error: 2.1e-08 1
TE edge intensity: 0.2500 1
TM edge intensity: 0.3806 1
TE normalized log-slope: 8.000 1
TM normalized log-slope: 4.326 1
TM/TE log-slope ratio: 0.5408 1
Pitch of zero TM second harmonic: 160.55 nm
Smaller pitch: 150 nm
Angle in resist at smaller pitch: 49.19 deg
TM/TE factors at smaller pitch [1]: [ 1.      0.6536 -0.1457]
Largest three-beam source fill, main pitch: 0.2852 1
Largest three-beam source fill, smaller pitch: 0.0469 1
Lens obliquity amplitude factor: 1.1435 1
TE first/zero transmission ratio: 0.9442 1
TM first/zero transmission ratio: 0.9523 1
TM/TE factors with lens and interface [1]: [1.0084 0.8304 0.3617]
TE log-slope with lens and interface: 8.637 1
TM log-slope with lens and interface: 4.429 1
Source fill: 0.25 1
TE source-averaged first, second factors [1]: [0.9995 0.998 ]
TM source-averaged first, second factors [1]: [0.8195 0.3437]
Source quadrature convergence shift: 1.1e-16 1
Substrate reflectivity: 1.0 percent
Lowest local TM second factor: 0.1591 1
Highest local TM second factor: 0.5591 1
Depth-averaged TM/TE second ratio: 0.3556 1
Resist thickness: 100 nm
Resist extinction coefficient: 0.020 1
Extra first-order amplitude transmission: 0.9861 1
Largest TM/TE factor shift from absorption: 2.2e-04 1
Fundamental at film face/focal midplane: 0.8828 1
TM/TE factors, TM a1 lowered 5 percent [1]: [0.9564 0.7821 0.3209]
```
